# Harmonic-sum etch rates averaged over a nonuniform wafer

A reactor model often delivers two numbers for a wafer, the mean radical flux and the mean ion flux, and the next decision is whether to put them straight into the etch-rate formula or to evaluate the formula point by point and average the results. For ion-assisted etching in the site-balance model, the shortcut gives an upper bound on the average rate, provided the surface coefficients are uniform and chlorine leaves the surface only with etched silicon. How far the bound lies above the true average depends on how much the ratio of the two fluxes varies over the wafer, and the difference can be written in closed form.

Consider a blanket silicon surface under chlorine radicals and energetic ions. A fraction \(\theta\) of the surface sites holds chlorine. Radicals arrive with flux \(\Gamma_r\) and stick to bare sites with probability \(s\). Ions arrive with flux \(\Gamma_i\), and each ion removes \(Y\) silicon atoms if the surface is fully covered, or \(Y\theta\) atoms at coverage \(\theta\). Each removed silicon atom takes \(\nu\) chlorine atoms with it. With \(N\) sites per unit area, the chlorine balance is
\[
N\frac{d\theta}{dt}=s\Gamma_r(1-\theta)-\nu Y\Gamma_i\theta .
\]
This equation is linear in \(\theta\), so the coverage approaches its steady value exponentially, with time constant \(N/(s\Gamma_r+\nu Y\Gamma_i)\). When the fluxes change slowly on that scale, the right side may be set to zero:
\[
\theta=\frac{s\Gamma_r}{s\Gamma_r+\nu Y\Gamma_i}.
\]

Let \(n\) be the number of silicon atoms per unit volume, and define two rates with the dimension of a velocity,
\[
x=\frac{s\Gamma_r}{\nu n},\qquad y=\frac{Y\Gamma_i}{n}.
\]
Dividing the numerator and denominator of \(\theta\) by \(\nu n\) gives \(\theta=x/(x+y)\). The surface recedes at the rate \(R=Y\Gamma_i\theta/n=y\theta\), so
\[
R=\frac{xy}{x+y},\qquad\text{or}\qquad \frac1R=\frac1x+\frac1y
\]
when both fluxes are positive. If ions are plentiful, \(y\gg x\) and \(R\approx x\), the radical-limited rate. If radicals are plentiful, \(R\approx y\), the ion-limited rate. Where neither species arrives, \(R=0\).

Angle brackets denote the area average over the wafer, and \(\bar x=\langle x\rangle\), \(\bar y=\langle y\rangle\) are taken to be finite. The average of \(R\) is then finite too, because \(0\le R\le x\). For now \(s\), \(Y\), \(\nu\) and \(n\) are the same everywhere. Then \(\bar x\) and \(\bar y\) are the limiting rates at the averaged fluxes, and the rate at averaged fluxes is
\[
R_0=\frac{\bar x\bar y}{\bar x+\bar y}.
\]
If \(\bar x+\bar y=0\), nothing arrives and both rates are zero, so let this sum be positive.

The comparison of \(\langle R\rangle\) with \(R_0\) rests on completing a square. Take any number \(c\) and expand:
\[
(1-c)^2x+c^2y=x-2cx+c^2(x+y).
\]
Where \(x+y>0\), the terms containing \(c\) are
\[
c^2(x+y)-2cx=(x+y)\left(c-\frac{x}{x+y}\right)^2-\frac{x^2}{x+y},
\]
and the terms left over combine to
\[
x-\frac{x^2}{x+y}=\frac{x(x+y)-x^2}{x+y}=\frac{xy}{x+y}=R .
\]
Therefore
\[
(1-c)^2x+c^2y=R+(x+y)(c-\theta)^2 .
\]
At a point where \(x=y=0\), every term is zero whatever value is assigned to \(\theta\), so the identity holds there as well.

Now give \(c\) one value for the whole wafer, the coverage at averaged fluxes,
\[
\Theta=\frac{\bar x}{\bar x+\bar y}.
\]
Since \(c\) does not depend on position, the left side averages to
\[
(1-\Theta)^2\bar x+\Theta^2\bar y
=\frac{\bar y^2\bar x+\bar x^2\bar y}{(\bar x+\bar y)^2}
=\frac{\bar x\bar y}{\bar x+\bar y}=R_0 .
\]
Averaging the right side and rearranging gives
\[
R_0-\langle R\rangle=\left\langle (x+y)(\theta-\Theta)^2\right\rangle\ge 0 .
\]
This proves the inequality and also gives the size of the difference, called the loss below. Because \(\langle(x+y)\theta\rangle=\bar x=(\bar x+\bar y)\Theta\), the number \(\Theta\) is the mean coverage when each point is weighted by \(x+y\). The loss is thus \(\bar x+\bar y\) times the variance of the coverage with that weight.

Equality requires a nonnegative quantity to have zero average, so it must vanish except on a set of zero area. Hence \(\theta=\Theta\) wherever any flux arrives. Since \(\theta\) is fixed by the ratio of \(x\) to \(y\), and the coefficients are uniform, this means that \(\Gamma_r\) and \(\Gamma_i\) stand in the same ratio at all those points. Conversely, a uniform ratio makes \(\theta\) constant, and the loss is zero. A wafer that receives only radicals or only ions is included, with both rates equal to zero.

Nonuniformity as such therefore costs nothing in the average. If both fluxes are multiplied by a common local factor, \(R\) is multiplied by the same factor, and a linear response averages without error. The opposite extreme is a wafer with all the radicals on one half and all the ions on the other. Then \(R=0\) everywhere, although \(R_0\) is positive, and the loss is 100% of \(R_0\).

For moderate variations, write \(x=\bar x(1+u)\) and \(y=\bar y(1+v)\), with \(\langle u\rangle=\langle v\rangle=0\), and let \(w=\Theta u+(1-\Theta)v\) be the relative change of the sum, so that \(x+y=(\bar x+\bar y)(1+w)\). Then
\[
\theta-\Theta=\Theta\,\frac{1+u}{1+w}-\Theta
=\Theta\,\frac{u-w}{1+w}
=\Theta(1-\Theta)\frac{u-v}{1+w},
\]
where the last step uses \(u-w=(1-\Theta)(u-v)\). Insert this into the loss and divide by \(R_0=(\bar x+\bar y)\Theta(1-\Theta)\). One factor \(1+w\) cancels:
\[
\frac{R_0-\langle R\rangle}{R_0}
=\Theta(1-\Theta)\left\langle\frac{(u-v)^2}{1+w}\right\rangle
\approx\Theta(1-\Theta)\langle(u-v)^2\rangle .
\]
The first form is exact if points without any flux, where the fraction reads 0/0, are counted as zero in the average over the whole wafer; the second is the leading order for small \(u\) and \(v\). The prefactor is at most \(1/4\), reached when the two limiting rates are equal. For given small \(u\) and \(v\), the relative loss fades when either species is in large excess, because the rate then follows the scarce species almost linearly.

As an example, take a wafer of radius 150 mm with \(n=5.0\times10^{22}\) cm\(^{-3}\), \(s=0.30\) and \(\nu=3\). The yield is modelled as \(Y=A(\sqrt E-\sqrt{E_t})\), with \(A=0.30\) eV\(^{-1/2}\), threshold \(E_t=16\) eV and ion energy \(E=100\) eV, so \(Y=0.30\,(10-4)=1.80\). The mean fluxes are \(2.0\times10^{17}\) cm\(^{-2}\) s\(^{-1}\) for radicals and \(1.0\times10^{16}\) cm\(^{-2}\) s\(^{-1}\) for ions. Then
\[
\bar x=\frac{0.30\times2.0\times10^{17}}{3\times5.0\times10^{22}}\ \text{cm/s}
=4.0\times10^{-7}\ \text{cm/s}=240\ \text{nm/min},
\]
and likewise \(\bar y=216\) nm/min. Hence \(\Theta=240/456=0.526\) and \(R_0=240\times216/456=113.7\) nm/min. With \(N=7.0\times10^{14}\) cm\(^{-2}\), the coverage relaxes in 6.1 ms.

Let \(\tau=2(r/150\ \text{mm})^2-1\), which runs from \(-1\) at the centre to \(+1\) at the edge. Equal steps in \(r^2\) enclose equal areas, so \(\tau\) is uniformly distributed over the wafer, with \(\langle \tau\rangle=0\) and \(\langle \tau^2\rangle=1/3\). The radical flux is high at the edge, \(u=0.15\,\tau\), and the ion flux is high at the centre, \(v=-0.20\,\tau\). Three radii give the following values.

| \(r\) (mm) | \(x\) (nm/min) | \(y\) (nm/min) | \(\theta\) | \(R\) (nm/min) |
|---|---|---|---|---|
| 0 | 204.0 | 259.2 | 0.440 | 114.16 |
| 106.1 | 240.0 | 216.0 | 0.526 | 113.68 |
| 150 | 276.0 | 172.8 | 0.615 | 106.27 |

These points are equally spaced in \(\tau\), so Simpson's rule estimates the area average as \((114.16+4\times113.68+106.27)/6=112.5\) nm/min. Gauss–Legendre quadrature over the radius also gives 112.5 nm/min, or 1.88 nm/s, and a loss of 1.16 nm/min. The leading-order formula needs only \(\langle(u-v)^2\rangle=0.35^2/3=0.0408\), and predicts a relative loss of \(0.526\times0.474\times0.0408=1.02\%\) of \(R_0\), the same as the quadrature to this precision. The agreement is close because the opposite tilts nearly cancel in the sum: here \(w=-0.016\,\tau\), so the neglected denominator stays near one.

The rate at the centre, 114.2 nm/min, is above \(R_0\). The theorem bounds the average and leaves individual points free. If instead both fluxes are 20% above their means at the centre and 20% below at the edge, the local rate varies by the same \(\pm20\%\), yet its average is 113.7 nm/min, equal to \(R_0\). A small loss is therefore no evidence of a uniform etch.

The bias matters when the formula is used backwards. Suppose \(\bar x\) and the mean ion flux are known and the ion yield is inferred from the average rate of the first wafer by treating it as uniform. Solving \(R=xy/(x+y)\) for \(y\) gives \(240\times112.5/(240-112.5)\approx212\) nm/min instead of 216, so the inferred yield is about 2% too low.

Three additions to the surface model show how far the result carries. First, let ions also sputter bare silicon with yield \(Y_s\), and put \(\epsilon=Y_s/Y\). Removing a bare atom exposes another bare site, so the coverage is unchanged, and the rate becomes
\[
y\theta+\epsilon y(1-\theta)=\epsilon y+(1-\epsilon)R .
\]
The first term is linear and has no loss, so the loss is multiplied by \(1-\epsilon\). The inequality survives for \(\epsilon<1\) and would reverse for \(\epsilon>1\). With \(Y_s=0.05\), the rate at averaged fluxes rises to 116.5 nm/min and the loss falls to 1.13 nm/min.

Second, let each ion deliver \(\eta\) chlorine atoms to the surface, available to bare sites. Then \(x\) is replaced by \(x'=x+\eta\Gamma_i/(\nu n)\). This is still linear in the fluxes, so the proof applies unchanged, and since \(x'/y\) differs from \(x/y\) by a constant, the condition for equality is the same. For \(\eta=1\) the rate at averaged fluxes becomes 121.9 nm/min and the loss 0.90 nm/min.

Third, let covered sites also etch thermally, at a rate \(k\theta\), where \(k\) is uniform and does not depend on the fluxes. The balance then contains \(y+k\) in place of \(y\), and
\[
R=\frac{x(y+k)}{x+y+k}.
\]
The average of \(y+k\) is \(\bar y+k\), so the inequality holds again. Equality, however, now requires \(x/(y+k)\) to be uniform, and nonuniform fluxes in a fixed ratio no longer satisfy this if any radicals arrive. For \(k=1\) nm/min, the fixed-ratio wafer above acquires a loss of about \(8\times10^{-6}\) nm/min, which is negligible but not zero.

A different flux-independent term breaks the bound. If chlorine desorbs from covered sites at a rate \(\nu nk\theta\) per unit area without taking silicon along, then \(\theta=x/(x+y+k)\) and \(R=xy/(x+y+k)\). For fluxes in a fixed ratio, \(x=\lambda a\) and \(y=\lambda b\), the second derivative of \(R\) with respect to \(\lambda\) is \(2abk^2/[\lambda(a+b)+k]^3>0\). The rate is then convex in the common factor, and its average lies above the rate at averaged fluxes even though all coefficients are uniform.

The assumption that needs most care is the uniformity of the coefficients. If \(s\) or \(Y\) varies over the wafer, the proof still holds for the averages of \(x\) and \(y\) themselves, with equality when \(x/y\) is uniform. It does not hold for fluxes and coefficients averaged separately, because
\[
\langle Y\Gamma_i\rangle=\langle Y\rangle\langle\Gamma_i\rangle
+\left\langle (Y-\langle Y\rangle)(\Gamma_i-\langle\Gamma_i\rangle)\right\rangle ,
\]
and the last term is positive when ions are both more numerous and more effective in the same places. Take the fixed-ratio wafer and let the ion energy fall from 105 eV at the centre to 95 eV at the edge, linearly in \(r^2\). The mean fluxes and the mean energy of 100 eV still give 113.68 nm/min, but the average of the local rates is 113.82 nm/min, which is higher. The rate computed from \(\bar x\) and the true \(\bar y\) is 113.84 nm/min, and the inequality is restored.

On the first wafer, the same energy variation does not reverse the sign. The difference between the rate at separately averaged inputs and the average rate grows from 1.16 to 1.29 nm/min. Two effects oppose each other here: the energy tilt widens the spread of \(x/y\), which raises the loss measured from \(\bar x\) and the true \(\bar y\) to 1.45 nm/min, while the larger \(\bar y\) lifts that bound 0.16 nm/min above the rate at separately averaged inputs. A sticking probability 5% above its mean at the edge and 5% below at the centre, with the energy uniform again, makes the difference 1.37 nm/min.

The parameters are rough values for silicon etching in a low-pressure chlorine plasma. The ion flux corresponds to 1.6 mA/cm\(^2\) for singly charged ions, and the radical flux to a chlorine-atom partial pressure of 0.76 mTorr in a gas at 500 K. That pressure is low for a strongly dissociated, undiluted chlorine discharge at several mTorr, where a larger radical supply would bring \(\Theta\) closer to one and reduce the relative loss for the same small \(u\) and \(v\). An ion flux that drops by a third from centre to edge is large for a well-tuned reactor. Of the omitted effects sized here, chlorine carried by the ions moves the rate most, by about 7% of \(R_0\) at one atom per ion; Cl\(_2^+\) can carry two, so this is not a ceiling. Removal of adsorbed chlorine by arriving radicals and dissociative adsorption of Cl\(_2\) are also left out and can be as large or larger: an abstraction probability of 0.04 per radical on a covered site already lowers the rate by about 7%. Such an error in the rate exceeds the 1% averaging loss, so for this wafer the surface model deserves attention before the averaging does. Patterned wafers lie outside the model, because transport inside the features changes the fluxes that reach the etched surface.
